\section*{Shapley attributions for a linear precursor-property model, part 1}

(Sections cited here and not found follow in the second part.)

\section{Independent descriptors}

A vapour-deposition process needs a precursor molecule that survives its journey to the substrate. One quantity used to screen candidates is the barrier to thermal decomposition: a higher barrier means a slower decomposition at a given temperature and prefactor. Suppose that a model predicts this barrier from a few descriptors of the molecule. For one candidate we want to divide the difference between its predicted barrier and the population average among the descriptors.

The model is linear,
\begin{equation}
f(x)=b_0+\sum_{k=1}^{p}b_kx_k ,
\label{eq:model}
\end{equation}
where $x=(x_1,\ldots,x_p)$ are the descriptor values of the candidate, $b_0$ is the intercept and the $b_k$ are fixed coefficients. Capital letters $X_k$ denote the descriptors of a molecule drawn at random from a stated population. Their means $\mu_k=E[X_k]$ are finite. We write $\delta_k=x_k-\mu_k$ for the candidate's deviation from the mean.

Let $S$ be a set of descriptors, called a coalition, and let $s$ be the number of its members. Its worth is the expected prediction when the candidate's values in $S$ are known and the others are not:
\begin{equation}
v(S)=E[f(X)\mid X_S=x_S].
\label{eq:worth}
\end{equation}
Now reveal the descriptors one at a time. The Shapley attribution $\phi_j$ is the gain in $v$ at the moment when $x_j$ is revealed, averaged with equal weight over all $p!$ orders of revelation. It explains how the model's prediction is composed. It does not say what would happen to a real molecule if one descriptor could be changed by synthesis.

Until part (g) the descriptors are mutually independent in the population. The algebra is in atomic units, with energies in hartree and lengths in bohr; the numbers are in eV and angstrom.

\subsection*{(a) The worth of a coalition}

\textbf{Problem.} Find $v(S)$ for the linear model, and identify the step at which independence is used.

\textbf{Solution.} Insert the model \eqref{eq:model} into the definition \eqref{eq:worth}. A conditional expectation is linear, so the sum can be taken term by term:
\begin{equation}
v(S)=b_0+\sum_{k=1}^{p}b_kE[X_k\mid X_S=x_S].
\end{equation}
If $k$ belongs to $S$, its value is known and the conditional mean is $x_k$. Separating the known from the unknown descriptors gives
\begin{equation}
v(S)=b_0+\sum_{k\in S}b_kx_k+\sum_{k\notin S}b_kE[X_k\mid X_S=x_S].
\label{eq:general}
\end{equation}
This holds with or without independence. If the descriptors are mutually independent, knowledge of $X_S$ leaves the distribution of any $X_k$ outside $S$ unchanged. Its conditional mean is then $\mu_k$, and
\begin{equation}
v(S)=b_0+\sum_{k\in S}b_kx_k+\sum_{k\notin S}b_k\mu_k .
\label{eq:vind}
\end{equation}

The argument uses means alone, not whole distributions. It therefore suffices that $E[X_k\mid X_S=x_S]=\mu_k$ for every coalition $S$ and every $k$ outside it. The distributions may be skewed or discrete, and no Gaussian assumption enters.

Two coalitions mark the ends of the scale. With nothing known, $v(\varnothing)=b_0+\sum_kb_k\mu_k=E[f(X)]$, the population mean. With everything known, $v$ equals $f(x)$, the prediction for the candidate.

\subsection*{(b) Counting the orders}

\textbf{Problem.} Write $\phi_j$ as a sum over the coalitions that can precede $j$, and show that the weights add to one.

\textbf{Solution.} Fix a coalition $S$ that does not contain $j$. We count the orders in which the members of $S$ come first, then $j$, then the rest. The $s$ members of $S$ can be arranged in $s!$ ways, and the $p-1-s$ descriptors after $j$ in $(p-1-s)!$ ways. Division by the total number of orders gives
\begin{equation}
w_s=\frac{s!\,(p-1-s)!}{p!},
\end{equation}
and therefore
\begin{equation}
\phi_j=\sum_{S\not\ni j}w_s\,[v(S\cup\{j\})-v(S)].
\label{eq:shapley}
\end{equation}

There are $\binom{p-1}{s}$ coalitions of size $s$ without $j$. Their combined weight is
\begin{align}
\binom{p-1}{s}w_s
&=\frac{(p-1)!}{s!\,(p-1-s)!}\,
\frac{s!\,(p-1-s)!}{p!}\nonumber\\
&=\frac{(p-1)!}{p!}=\frac1p .
\label{eq:onep}
\end{align}
The size $s$ runs from $0$ to $p-1$, which makes $p$ possible sizes. The total weight is $p\times(1/p)=1$. The value $1/p$ also has a direct meaning: in a random order, descriptor $j$ is equally likely to occupy each of the $p$ places.

\subsection*{(c) The attribution}

\textbf{Problem.} Use the worth found in (a) and the weights found in (b) to obtain $\phi_j$.

\textbf{Solution.} When $j$ joins $S$, the term $b_j\mu_j$ in Eq.~\eqref{eq:vind} is replaced by $b_jx_j$. To see that nothing else changes, write both worths with $j$ set apart:
\begin{align}
v(S\cup\{j\})&=b_0+\sum_{k\in S}b_kx_k+b_jx_j
+\sum_{k\notin S,\,k\ne j}b_k\mu_k,\\
v(S)&=b_0+\sum_{k\in S}b_kx_k+b_j\mu_j
+\sum_{k\notin S,\,k\ne j}b_k\mu_k.
\end{align}
The intercept and both sums cancel in the difference:
\begin{equation}
v(S\cup\{j\})-v(S)=b_j(x_j-\mu_j).
\label{eq:gain}
\end{equation}
The gain is the same for every $S$, so it can be taken outside the sum in Eq.~\eqref{eq:shapley}. The weights left behind add to one, and
\begin{equation}
\boxed{\phi_j=b_j(x_j-\mu_j)=b_j\delta_j.}
\label{eq:main}
\end{equation}

The sign needs both factors. A negative coefficient combined with a value below the mean gives a positive attribution. A descriptor at its population mean receives zero even if its coefficient is large, because learning its value does not change the expected prediction. Zero attribution for one molecule therefore does not make a descriptor unimportant for the population.

The attribution also depends on the chosen population. If the candidate and the coefficients are held fixed while the population mean moves from $\mu_j$ to $\mu_j'$, the attribution changes by
\begin{equation}
b_j(x_j-\mu_j')-b_j(x_j-\mu_j)=-b_j(\mu_j'-\mu_j).
\end{equation}
Attributions from two screening campaigns can be compared directly if they use the same coefficients, refer to the same means, and the descriptors are independent in both populations. With dependent descriptors, equal coefficients and means are not enough, as parts (g) and (h) show.

\subsection*{(d) Sums over descriptors and over molecules}

\textbf{Problem.} Find the sum of the attributions for one candidate. Then find the mean and variance of each attribution over the population, assuming finite variances $\sigma_j^2$.

\textbf{Solution.} Adding Eq.~\eqref{eq:main} over all descriptors, and then adding and subtracting $b_0$, gives
\begin{align}
\sum_j\phi_j&=\sum_jb_jx_j-\sum_jb_j\mu_j\nonumber\\
&=\Bigl(b_0+\sum_jb_jx_j\Bigr)-\Bigl(b_0+\sum_jb_j\mu_j\Bigr)\nonumber\\
&=f(x)-E[f(X)].
\label{eq:sum}
\end{align}
This sum rule does not itself need independence. In any one order the gains form a chain in which each intermediate worth appears once with a plus sign and once with a minus sign. What survives is the last worth minus the first, $f(x)-v(\varnothing)$, and averaging over orders leaves it unchanged.

For a random molecule the attribution is $\phi_j(X)=b_j(X_j-\mu_j)$. Its mean is $b_j(\mu_j-\mu_j)=0$, and its variance is
\begin{equation}
\operatorname{Var}\phi_j(X)=b_j^2E[(X_j-\mu_j)^2]=b_j^2\sigma_j^2 .
\end{equation}
Since $f(X)-E[f(X)]=\sum_jb_j(X_j-\mu_j)$, squaring and averaging gives
\begin{equation}
\operatorname{Var}f=\sum_jb_j^2\sigma_j^2
+2\sum_{j<k}b_jb_k\operatorname{cov}(X_j,X_k).
\end{equation}
Independence removes the covariances, so the variances of the attributions add to the variance of the prediction. The number $b_j^2\sigma_j^2$ measures the importance of a descriptor across the population, whereas $\phi_j$ describes one molecule.

\subsection*{(e) Units and origins}

\textbf{Problem.} Show that the attribution does not depend on the unit or the zero of a descriptor.

\textbf{Solution.} Define a new descriptor $x_j'=(x_j-a)/c$ with constants $a$ and $c\neq0$. Then $x_j=a+cx_j'$, and
\begin{equation}
b_jx_j=b_ja+(cb_j)x_j'.
\end{equation}
The constant $b_ja$ joins the intercept, and the new coefficient is $b_j'=cb_j$. The mean transforms like the value, $\mu_j'=(\mu_j-a)/c$. Hence
\begin{equation}
b_j'(x_j'-\mu_j')
=cb_j\,\frac{(x_j-a)-(\mu_j-a)}{c}
=b_j(x_j-\mu_j).
\end{equation}
A change from angstrom to bohr alters the coefficient and the deviation by inverse factors. A change of the energy unit of $f$ multiplies every attribution by the same conversion factor.

\subsection*{(f) A candidate molecule}

\textbf{Problem.} A model population has three independent descriptors: metal--ligand bond length $L$, frontier-orbital gap $G$ and ligand strain energy $T$. Each has three levels with probabilities $0.3$, $0.5$ and $0.2$, in the order listed:
\begin{align*}
L&:\ 1.92,\ 2.00,\ 2.12\ \text{\AA},\\
G&:\ 3.6,\ 4.0,\ 4.6\ \text{eV},\\
T&:\ 0.4,\ 0.6,\ 0.9\ \text{eV}.
\end{align*}
The intercept is $6.10$ eV, and the coefficients are $b_L=-2.50$ eV/\AA, $b_G=0.20$ and $b_T=-0.50$. The candidate has $L=1.92$ \AA, $G=4.6$ eV and $T=0.9$ eV. Find its attributions.

\textbf{Solution.} The mean bond length is
\begin{equation*}
0.3(1.92)+0.5(2.00)+0.2(2.12)=2.00\ \text{\AA}.
\end{equation*}
The same sum gives $4.0$ eV for the gap and $0.6$ eV for the strain. The deviations are $-0.08$ \AA, $+0.60$ eV and $+0.30$ eV, so
\begin{align}
\phi_L&=(-2.50)(-0.08)=+0.20\ \text{eV},\nonumber\\
\phi_G&=(0.20)(0.60)=+0.12\ \text{eV},\nonumber\\
\phi_T&=(-0.50)(0.30)=-0.15\ \text{eV}.
\label{eq:numbers}
\end{align}
In atomic units they are $0.00735$, $0.00441$ and $-0.00551$ hartree. The short bond and the wide gap raise the predicted barrier, while the strain lowers it. The sum is $+0.17$ eV, which takes the barrier from the population mean of $1.60$ eV to $1.77$ eV.

The definition can be followed directly for the bond length. Explicit conditional averages over the population give four gains:
\begin{align*}
v(L)-v(\varnothing)&=1.80-1.60=0.20\ \text{eV},\\
v(LG)-v(G)&=1.92-1.72=0.20\ \text{eV},\\
v(LT)-v(T)&=1.65-1.45=0.20\ \text{eV},\\
v(LGT)-v(GT)&=1.77-1.57=0.20\ \text{eV}.
\end{align*}
Their weights are $1/3$, $1/6$, $1/6$ and $1/3$. The weighted mean is again $0.20$ eV, as it must be when all four gains agree. In the numerical output the strain energy carries the letter S, which is used here for coalitions.

Across the population the attribution variances are $0.0300$, $0.0048$ and $0.0075$ eV$^2$ for $L$, $G$ and $T$. Their sum, $0.0423$ eV$^2$, equals the variance of the barrier and corresponds to a spread of $0.21$ eV. Bond length supplies about $71\%$ of the variance. The remaining order is the same for the population and for this candidate: strain comes before gap, both in variance and in the magnitude of the attribution.

\section{Dependence, curvature, finite samples and rates}

We keep the linear model $f(x)=b_0+\sum_kb_kx_k$, the means $\mu_k$, the variances $\sigma_k^2$ and the deviations $\delta_k=x_k-\mu_k$. The worth $v(S)$ is the conditional mean of $f$ when the candidate's values in $S$ are known. The attribution $\phi_j$ is the mean gain when $j$ is revealed in a random order. For independent descriptors we found $\phi_j=b_j\delta_j$.

The example has bond length $L$, gap $G$ and strain $T$, with coefficients $-2.50$ eV/\AA, $0.20$ and $-0.50$. The candidate's deviations are $-0.08$ \AA, $+0.60$ eV and $+0.30$ eV, and its attributions are $+0.20$, $+0.12$ and $-0.15$ eV. The mean barrier is $1.60$ eV. We now ask what changes when the assumptions are relaxed one at a time.

\subsection*{(g) Two dependent descriptors}

\textbf{Problem.} Let descriptors 1 and 2 depend on each other, while the pair is independent of all the others. Find $\phi_1$ and $\phi_2$. Evaluate the change for a length--gap correlation of $-0.30$.

\textbf{Solution.} Knowledge of one member of the pair now shifts the expected value of the other. Define these shifts by
\begin{align}
e_2(x_1)&=E[X_2\mid X_1=x_1]-\mu_2,\\
e_1(x_2)&=E[X_1\mid X_2=x_2]-\mu_1.
\end{align}
The other descriptors neither affect these conditional means nor are affected by the pair. The gain from revealing $x_1$ therefore depends on one question: is $x_2$ already known?

If $x_2$ is unknown, revealing $x_1$ replaces $\mu_1$ by $x_1$ and also moves the expected value of $X_2$ from $\mu_2$ to $\mu_2+e_2(x_1)$. The gain is
\begin{equation}
b_1\delta_1+b_2e_2(x_1).
\end{equation}
If $x_2$ is known, the expected value of $X_1$ was already $\mu_1+e_1(x_2)$, and there is nothing more to learn about descriptor 2. The gain is
\begin{equation}
b_1[x_1-\mu_1-e_1(x_2)]=b_1\delta_1-b_1e_1(x_2).
\end{equation}
Swapping 1 and 2 in an order pairs each order of the first kind with one of the second. Each case thus has weight one half, and
\begin{equation}
\phi_1=b_1\delta_1+\tfrac12[b_2e_2(x_1)-b_1e_1(x_2)].
\label{eq:pair}
\end{equation}
Exchanging the labels gives
\begin{equation}
\phi_2=b_2\delta_2-\tfrac12[b_2e_2(x_1)-b_1e_1(x_2)].
\end{equation}
The shifts are opposite, as the sum rule requires: dependence moves credit between the two descriptors without changing the prediction.

Even a descriptor with no coefficient can receive credit. For $b_1=0$, Eq.~\eqref{eq:pair} becomes $\phi_1=\tfrac12b_2e_2(x_1)$, because $x_1$ carries information about $X_2$. At the other extreme, if each descriptor determines the other, then $e_1=\delta_1$ and $e_2=\delta_2$. Both attributions become $\tfrac12(b_1\delta_1+b_2\delta_2)$, an equal division of the joint contribution.

Suppose that the conditional mean is linear, $E[X_2\mid X_1]-\mu_2=m(X_1-\mu_1)$. Multiplying by $X_1-\mu_1$ and averaging gives $\operatorname{cov}(X_1,X_2)=m\sigma_1^2$. With the correlation $\rho=\operatorname{cov}(X_1,X_2)/(\sigma_1\sigma_2)$,
\begin{equation}
e_2(x_1)=\rho\frac{\sigma_2}{\sigma_1}\delta_1 .
\end{equation}
If the reverse conditional mean is linear too, then $e_1(x_2)=\rho(\sigma_1/\sigma_2)\delta_2$.

In the example we multiply the independent joint probabilities by $1+\rho z_Lz_G$, where $z_k=(X_k-\mu_k)/\sigma_k$. Since each $z_k$ has mean zero, the separate distributions of $L$ and $G$ are unchanged. Since each has variance one, the correlation is $\rho$ and both conditional means are linear. With spreads of $0.0693$ \AA\ and $0.3464$ eV, and $\rho=-0.30$,
\begin{align*}
e_G&=(-0.30)\frac{0.3464}{0.0693}(-0.08)=+0.120\ \text{eV},\\
e_L&=(-0.30)\frac{0.0693}{0.3464}(0.60)=-0.036\ \text{\AA}.
\end{align*}
The bond-length attribution changes by
\begin{equation*}
\tfrac12[(0.20)(0.120)-(-2.50)(-0.036)]=-0.033\ \text{eV}.
\end{equation*}
It falls from $0.200$ to $0.167$ eV, while the gap attribution rises from $0.120$ to $0.153$ eV. The strain keeps its $-0.150$ eV.

For independent descriptors, each attribution is the coefficient times the candidate's deviation from the mean; dependence between two descriptors moves credit between them without changing the prediction. It remains to ask whether zero correlation is enough for the simple result, and to examine another definition of worth, terms missing from the linear model, finite samples and decomposition rates.

Numerical values quoted here were computed with a short program.
